**Mini-zone average of the correlation part of $W$ for a slab with a truncated Coulomb kernel**

For an insulating sheet with 2D polarizability tensor $\alpha$, the correlation part of the screened interaction is $w(\mathbf q)=-2\pi r/(1+rq)$ with $r(\theta)=2\pi\,\hat{\mathbf q}\cdot\alpha\cdot\hat{\mathbf q}$, and its average over the $\Gamma$ cell of an $N\times N$ grid (area $\Omega$, boundary $R(\theta)$) is $\langle w\rangle=-(2\pi/\Omega)\oint d\theta\,[x-\ln(1+x)]/r$ with $x=rR$, in Hartree atomic units. The program asserts this formula against Cartesian quadrature over a hexagon for isotropic and anisotropic $\alpha$, together with its disk form and its small-$x$ and large-$x$ limits. It also asserts the truncated kernel against quadrature, the $q^2$ law of the polarizability in a honeycomb tight-binding model, the closed forms for the head and the layer-projected $W^c$ against matrix inversion in $G_z$ for supercell height $L$ and layer width $\sigma$, the expansion $\varepsilon_M=1+rq-rLq^2/4$, the local-field renormalisation of $\alpha$, the closed form of the disk-averaged head, and the on-shell intraband self-energy $\pm W^c(0)/2$. Explicit lattice sums are asserted to follow the errors $-11.034\,r^2/D^3$ for point sampling and $+7.443\,r^2/D^3$ for averaging the $\Gamma$ cell, with $D=Na$ the supercell length. For $a=5$, $\alpha=8$ bohr and $N=12$ the output shows a $\Gamma$-cell gap term of $-2.757$ eV from the $q=0$ value, $-0.951$ eV from the sheet average and $-0.875$ eV for $\sigma=1.5$ bohr at both $L$, while the head alone gives $-0.593$ and $-0.390$ eV for $L=30$ and $60$ bohr. In a model gap integral of $-3.649$ eV the averaged cell has the smallest error of the three treatments for $N=6$ to $48$.

## Check in Python

```python
# Mini-zone average of the correlation part W^c of the screened interaction in a slab
# with the Coulomb kernel truncated at |z| = L/2.  Hartree atomic units.
# Result under test (sheet): w(q) = -2 pi r/(1 + r q), r(theta) = 2 pi qhat.alpha.qhat,
#   <w> = -(2 pi/Omega) int dtheta [x - ln(1+x)]/r,  x = r(theta) R(theta),
#   disk of equal area: <w> = -2 pi r * 2 [x - ln(1+x)]/x^2,  x = r q_c.
# Symbols: alpha 2D polarizability (bohr), L supercell height, sigma Gaussian layer width,
# a hexagonal lattice constant, A cell area, N x N grid, h grid spacing, Omega mini-zone area,
# R(theta) its boundary, w = W^c in 2D normalisation (Ha bohr^2), D = N a, G = 2 pi n/L.
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.integrate import quad
from scipy.special import erfcx, exp1, j0
from scipy.constants import physical_constants
eV = physical_constants['Hartree energy in eV'][0]
pi, s3 = np.pi, np.sqrt(3.0)
def close(x, y, tol): assert abs(x - y) <= tol*abs(y), (x, y)

a, alpha, L, sigma, N, s_form = 5.0, 8.0, 30.0, 1.5, 12, 5.0
A = s3/2*a*a
r0 = 2*pi*alpha
spacing = lambda D: 4*pi/(s3*D)

# ---- truncated kernel against quadrature
def kernel(q, G, L): return 4*pi*(1 - np.exp(-q*L/2)*np.cos(G*L/2))/(q*q + G*G)
close(quad(lambda k: 4/(0.09 + k*k), 0, np.inf, weight='cos', wvar=2.0)[0],
      2*pi/0.3*np.exp(-0.6), 1e-6)
for q in (0.01, 0.2):
    for n in (0, 1, 2, 5):
        G = 2*pi*n/L
        num = 2*quad(lambda z: 2*pi/q*np.exp(-q*z)*np.cos(G*z), 0, L/2)[0]
        close(num, kernel(q, G, L), 1e-8)

# ---- averages over the hexagonal mini-zone (edge normals at 30 + 60 j degrees)
def hex_rays(h, nt):
    t, wt = leggauss(nt)
    th = np.concatenate([pi/6 + j*pi/3 + t*pi/6 for j in range(6)])
    return th, np.tile(wt*pi/6, 6), np.tile(h/2/np.cos(t*pi/6), 6)
def hex_formula(al, h):
    th, wt, R = hex_rays(h, 20)
    u = np.array([np.cos(th), np.sin(th)])
    r = 2*pi*np.einsum('it,ij,jt->t', u, al, u)
    return -2*pi/(s3/2*h*h)*np.sum(wt*(r*R - np.log1p(r*R))/r)
def hex_numeric(f, h):
    t, wr = leggauss(12)
    tot = 0.0
    for th, wt, R in zip(*hex_rays(h, 6)):
        for q, w in zip(R*(t + 1)/2, wr*R/2):
            tot += wt*w*q*f(q*np.cos(th), q*np.sin(th))
    return tot/(s3/2*h*h)
def hex_cartesian_points(h, n=300):
    i, j = np.meshgrid(np.arange(n), np.arange(n), indexing='ij')
    up, dn = i + j <= n - 1, i + j <= n - 2
    u = np.concatenate([i[up] + 1/3, i[dn] + 2/3])/n
    v = np.concatenate([j[up] + 1/3, j[dn] + 2/3])/n
    V = [h/s3*np.array([np.cos(k*pi/3), np.sin(k*pi/3)]) for k in range(7)]
    return np.concatenate([np.outer(u, V[k]) + np.outer(v, V[k+1]) for k in range(6)])
disk_formula = lambda r, qc: -2*pi*r*2*(r*qc - np.log1p(r*qc))/(r*qc)**2

h = spacing(N*a); Omega = (2*pi)**2/(N*N*A); qc = np.sqrt(Omega/pi); x = r0*qc
close(s3/2*h*h, Omega, 1e-12)
pts = hex_cartesian_points(h); qn = np.hypot(pts[:, 0], pts[:, 1])
al_aniso = np.array([[10.0, 2.0], [2.0, 5.0]])
for al in (alpha*np.eye(2), al_aniso):
    P2 = -np.einsum('pi,ij,pj->p', pts, al, pts); v2 = 2*pi/qn
    cart = np.mean(v2/(1 - v2*P2) - v2)
    close(cart, hex_formula(al, h), 1e-4)      # centroid rule error ~ 1/n^2
c_hex = (2/3 + np.log(3)/2)/s3
close(qn.mean(), c_hex*h/2, 1e-4)
for r in (r0, 1e5):
    num = 2/qc**2*quad(lambda q: q*2*pi/q*(1/(1 + r*q) - 1), 0, qc, points=[0.5/r], limit=200)[0]
    close(num, disk_formula(r, qc), 1e-6)
close(num, -4*pi/qc, 3e-3)                     # large-x limit, correction ln(x)/x
close((1 - hex_formula(1e-2*np.eye(2), h)/(-4*pi*pi*1e-2))/(2*pi*1e-2), qn.mean(), 1e-2)

# ---- tight-binding honeycomb: P(q) = -q.alpha.q and the average with the full P(q)
hop, Delta, nk = np.array([0.10, 0.08, 0.10]), 0.06, 60
dl = np.array([[0, -a/s3], [a/2, a/s3/2], [-a/2, a/s3/2]])
bvec = 2*pi/a*np.array([[1, -1/s3], [0, 2/s3]])
kk = np.array(np.meshgrid(np.arange(nk), np.arange(nk))).reshape(2, -1).T/nk @ bvec
ph = -hop*np.exp(1j*kk @ dl.T)
gam = ph.sum(1); E0 = np.sqrt(Delta**2 + abs(gam)**2)
def P_tb(qx, qy):
    g = ph @ np.exp(1j*(dl[:, 0]*qx + dl[:, 1]*qy)); E = np.sqrt(Delta**2 + abs(g)**2)
    overlap = (1 - (Delta**2 + (g*gam.conj()).real)/(E*E0))/2
    return -4/(nk*nk*A)*np.sum(overlap/(E + E0))
def offdiag(g, d):
    M = np.zeros((len(g), 2, 2), complex)
    M[:, 0, 1] = g; M[:, 1, 0] = g.conj(); M[:, 0, 0] = d; M[:, 1, 1] = -d
    return M
ev, U = np.linalg.eigh(offdiag(gam, Delta))
vel = [np.einsum('ka,kab,kb->k', U[:, :, 1].conj(), offdiag(ph @ (1j*dl[:, i]), 0.0), U[:, :, 0])
       for i in range(2)]
al_tb = np.array([[4/(nk*nk*A)*np.sum((vel[i].conj()*vel[j]).real/(ev[:, 1] - ev[:, 0])**3)
                   for j in range(2)] for i in range(2)])
for th in (0.0, 0.7, 1.6, 2.4):
    u = np.array([np.cos(th), np.sin(th)])
    close(-P_tb(*(2e-3*u))/4e-6, u @ al_tb @ u, 1e-3)
def w_tb(qx, qy):
    v, P = 2*pi/np.hypot(qx, qy), P_tb(qx, qy)
    return v*v*P/(1 - v*P)
dev_tb = {n: hex_numeric(w_tb, spacing(n*a))/hex_formula(al_tb, spacing(n*a)) - 1 for n in (12, 24, 48)}
assert 3.0 < dev_tb[24]/dev_tb[48] < 4.5 and abs(dev_tb[12]) < 0.1

# ---- dielectric matrix in G_z by explicit inversion
def basis(L):
    m = int(np.ceil(7*L/(2*pi*sigma))); G = 2*pi*np.arange(-m, m + 1)/L
    return m, G, np.exp(-G*G*sigma*sigma/2)
def screen(P, v, m):
    chi = np.linalg.solve(np.eye(len(v)) - P*v[None, :], P)
    return 1/(1 + v[m]*chi[m, m]), v[:, None]*chi*v[None, :]
def separable(q, L, beta=1.0):       # returns eps_M, head/L, projected w; beta: z-odd channel
    m, G, f = basis(L)
    P = -(alpha*q*q*np.outer(f, f) + beta*np.outer(G*f, G*f))/L
    eps, Wc = screen(P, kernel(q, G, L), m)
    return eps, Wc[m, m]/L, f @ Wc @ f/L
for LL in (L, 2*L):
    for q in (1e-3, 0.03, 0.3):
        F, y = erfcx(q*sigma), q*LL/2
        for beta in (0.0, 1.0):
            eps, head, proj = separable(q, LL, beta)
            close(head, -2*pi*r0*((1 - np.exp(-y))/y)**2/(1 + r0*q*F), 1e-7)
            close(proj, -2*pi*r0*F*F/(1 + r0*q*F), 1e-7)
    q = 1e-4
    close((separable(q, LL)[0] - 1 - r0*q)/q**2, -r0*LL/4, 2e-2)   # next term O(r q)
# general case: wings of P linear in q, body finite; local fields renormalise alpha
dip, amp = np.array([3.0, 2.0]), np.array([0.5, 0.4])
m, G, f = basis(L); g = (G*sigma)**2*f
def general(q):
    rho = 1j*q*np.outer(dip, f) + np.outer(amp, g)
    return screen(-rho.T @ rho.conj()/L, kernel(abs(q), G, L), m)
body = np.arange(len(G)) != m
vb = kernel(0.0, G[body], L); Pbb = -(amp @ amp)*np.outer(g[body], g[body])/L
wing = -1j*(dip @ amp)*g[body]/L
al_eff = dip @ dip - L*(wing*vb @ np.linalg.solve(np.eye(2*m) - Pbb*vb[None, :], wing.conj())).real
eps, Wp = general(1e-5); Wm = general(-1e-5)[1]
assert al_eff < 0.9*(dip @ dip)
close((eps.real - 1)/1e-5, 2*pi*al_eff, 2e-3)
close(Wp[m, m].real, -4*pi*pi*al_eff*L, 2e-3)
close(Wp[m, m+1], -Wm[m, m+1], 1e-2); close(general(2e-5)[1][m, m+1], Wp[m, m+1], 1e-2)

# ---- head of a sheet averaged over the disk: closed form against quadrature
Ein = lambda z: exp1(z) + np.log(z) + np.euler_gamma
def head_disk(r, qc, L):
    b, k = L/2, 1/r
    I = (2*Ein(b*qc) - Ein(2*b*qc) - np.log1p(r*qc)
         + 2*np.exp(b*k)*(exp1(b*k) - exp1(b*(k + qc)))
         - np.exp(2*b*k)*(exp1(2*b*k) - exp1(2*b*(k + qc))))
    return -2*pi*r*2*I/(b*qc)**2
for LL in (L, 2*L):
    num = 2/qc**2*quad(lambda q: q*kernel(q, 0, LL)**2*(-alpha*q*q/(1 + r0*q))/LL**2, 1e-9, qc)[0]
    close(num, head_disk(r0, qc, LL), 1e-6)

# ---- on-shell intraband self-energy is +-W^c(0)/2
Wiw = lambda w: -1.0*0.04/(0.04 + w*w) - 2.0*0.49/(0.49 + w*w)
for xi in (1e-4, -1e-4):
    cuts = [0, 1e-3, 1e-2, 1e-1, 1, np.inf]
    sig = sum(quad(lambda w: np.real(-1/(1j*w - xi))*Wiw(w)/pi, c0, c1)[0]
              for c0, c1 in zip(cuts[:-1], cuts[1:]))
    close(sig, np.sign(xi)*Wiw(0)/2, 1e-3)     # correction |xi|/pole energy

# ---- grid error (grid sum minus integral) of int d2q/(2pi)^2 w(q) exp(-q^2 s^2)
close(quad(lambda q: q*q*np.exp(-0.5*q)*j0(2*q), 0, 90, limit=400)[0], (0.5 - 4)/4.25**2.5, 1e-6)
def hex_norms(nmax):
    i, j = np.meshgrid(np.arange(-nmax, nmax + 1), np.arange(-nmax, nmax + 1))
    d = np.sqrt((i*i + j*j + i*j).astype(float)).ravel()
    return d[d > 0]
def grid_errors(r, s, D):
    hh = spacing(D); wgt = 1/(s3/2*D*D)
    q = hh*hex_norms(int(6.5/s/(hh*s3/2)) + 2)
    exact = -r*quad(lambda t: t*np.exp(-t*t*s*s)/(1 + r*t), 0, 7/s, epsabs=1e-13, epsrel=1e-12, limit=200)[0]
    drop = wgt*np.sum(-2*pi*r/(1 + r*q)*np.exp(-q*q*s*s)) - exact
    return exact, drop, drop - wgt*2*pi*r, drop + wgt*hex_formula(r/(2*pi)*np.eye(2), hh)
d = hex_norms(480); Rm = 400.0
S3 = np.sum(d[d <= Rm]**-3.0) + 2*pi/(s3/2*Rm)
C_avg = 8*pi*pi/3*c_hex - S3
e2, e4 = grid_errors(1.0, 1.0, 200.0), grid_errors(1.0, 1.0, 400.0)
close(e4[2]*400**3, -S3, 1e-3)
rich = 2*e4[3]*400**3 - e2[3]*200**3
close(rich, C_avg, 3e-3)
close(e2[1]/e4[1], 4.0, 2e-2)

# ---- worked example
wgt = 1/(N*N*A)
print(f"inputs: a={a} alpha={alpha} L={L} sigma={sigma} s={s_form} bohr, N={N}")
print(f"Hartree = {eV:.4f} eV")
print(f"A = {A:.4f} bohr^2, N^2 A = {N*N*A:.1f} bohr^2, r = {r0:.4f} bohr")
print(f"h = {h:.5f}, q_c = {qc:.5f}, 1/r = {1/r0:.5f}, 2/L = {2/L:.5f} 1/bohr")
print(f"Omega = {Omega:.6f} 1/bohr^2, x = {x:.4f}, ln(1+x) = {np.log1p(x):.4f}")
print(f"disk factor 2[x-ln(1+x)]/x^2 = {2*(x - np.log1p(x))/x**2:.4f}")
print(f"hexagon <q>/(h/2) = {c_hex:.5f}, <q> = {c_hex*h/2:.5f} 1/bohr")
print(f"W^c_00(q->0) = {separable(1e-7, L)[1]*L:.1f} Ha bohr^3")
for q in (1e-3, 1e-2, qc):
    print(f"q={q:.4f} 1/bohr: 1+rq={1 + r0*q:.4f} F={erfcx(q*sigma):.4f} 1+rqF={1 + r0*q*erfcx(q*sigma):.4f}"
          f" eps_M(L)={separable(q, L)[0]:.4f} eps_M(2L)={separable(q, 2*L)[0]:.4f}")
rows = [("value at q=0", -2*pi*r0), ("sheet, disk", disk_formula(r0, qc)),
        ("sheet, hexagon", hex_formula(alpha*np.eye(2), h))]
res = {}
for LL in (L, 2*L):
    res[LL] = [hex_numeric(lambda qx, qy: separable(np.hypot(qx, qy), LL)[i], h) for i in (2, 1)]
    rows += [(f"sheet head only, disk, L={LL:.0f}", head_disk(r0, qc, LL)),
             (f"thick layer all G, hexagon, L={LL:.0f}", res[LL][0]),
             (f"thick layer head only, hexagon, L={LL:.0f}", res[LL][1])]
close(res[L][0], res[2*L][0], 1e-7)
assert abs(res[2*L][1]) < 0.8*abs(res[L][1]) < 0.8*abs(res[L][0])
for name, val in rows:
    print(f"{name}: w = {val:.2f} Ha bohr^2, gap term = {val*wgt:.5f} Ha = {val*wgt*eV:.3f} eV")
print(f"anisotropic alpha xx,xy,yy = {al_aniso[0,0]},{al_aniso[0,1]},{al_aniso[1,1]} bohr:"
      f" <w> = {hex_formula(al_aniso, h):.3f} (formula), {cart:.3f} (Cartesian) Ha bohr^2")
print(f"tight binding: hoppings {hop} Ha, half gap {Delta} Ha, {nk}x{nk} k points")
print(f"  alpha xx,xy,yy = {al_tb[0,0]:.4f}, {al_tb[0,1]:.4f}, {al_tb[1,1]:.4f} bohr")
for n in dev_tb: print(f"  N={n}: full-P average / formula - 1 = {dev_tb[n]:.5f}")
print(f"local-field model: alpha0 = {dip @ dip:.3f}, alpha = {al_eff:.4f},"
      f" slope/(2 pi) = {(eps.real - 1)/1e-5/(2*pi):.4f} bohr")
print(f"S3 = {S3:.4f}, (8 pi^2/3) c_hex = {8*pi*pi/3*c_hex:.4f}, averaged coefficient = {C_avg:.4f}")
print(f"lattice sums r=s=1 bohr: point error*D^3/r^2 = {e4[2]*400**3:.4f} (D=400), averaged = {rich:.4f} (extrapolated)")
for n in (6, 12, 24, 48):
    ex, dr, pt, av = grid_errors(r0, s_form, n*a)
    assert abs(av) < abs(dr) and abs(av) < abs(pt)
    print(f"N={n}: x={r0*qc*N/n:.3f}, errors (eV): omit {dr*eV:+.4f}, point {pt*eV:+.4f}, average {av*eV:+.4f}")
print(f"exact integral of the model gap term = {ex:.5f} Ha = {ex*eV:.4f} eV")
print("all tests passed")
```

Printed output:

```
inputs: a=5.0 alpha=8.0 L=30.0 sigma=1.5 s=5.0 bohr, N=12
Hartree = 27.2114 eV
A = 21.6506 bohr^2, N^2 A = 3117.7 bohr^2, r = 50.2655 bohr
h = 0.12092, q_c = 0.06349, 1/r = 0.01989, 2/L = 0.06667 1/bohr
Omega = 0.012663 1/bohr^2, x = 3.1912, ln(1+x) = 1.4330
disk factor 2[x-ln(1+x)]/x^2 = 0.3453
hexagon <q>/(h/2) = 0.70204, <q> = 0.04245 1/bohr
W^c_00(q->0) = -9474.8 Ha bohr^3
q=0.0010 1/bohr: 1+rq=1.0503 F=0.9983 1+rqF=1.0502 eps_M(L)=1.0499 eps_M(2L)=1.0495
q=0.0100 1/bohr: 1+rq=1.5027 F=0.9833 1+rqF=1.4943 eps_M(L)=1.4543 eps_M(2L)=1.4097
q=0.0635 1/bohr: 1+rq=4.1912 F=0.9010 1+rqF=3.8753 eps_M(L)=2.1325 eps_M(2L)=1.5823
value at q=0: w = -315.83 Ha bohr^2, gap term = -0.10130 Ha = -2.757 eV
sheet, disk: w = -109.05 Ha bohr^2, gap term = -0.03498 Ha = -0.952 eV
sheet, hexagon: w = -108.95 Ha bohr^2, gap term = -0.03494 Ha = -0.951 eV
sheet head only, disk, L=30: w = -65.55 Ha bohr^2, gap term = -0.02103 Ha = -0.572 eV
thick layer all G, hexagon, L=30: w = -100.27 Ha bohr^2, gap term = -0.03216 Ha = -0.875 eV
thick layer head only, hexagon, L=30: w = -67.92 Ha bohr^2, gap term = -0.02178 Ha = -0.593 eV
sheet head only, disk, L=60: w = -43.36 Ha bohr^2, gap term = -0.01391 Ha = -0.378 eV
thick layer all G, hexagon, L=60: w = -100.27 Ha bohr^2, gap term = -0.03216 Ha = -0.875 eV
thick layer head only, hexagon, L=60: w = -44.74 Ha bohr^2, gap term = -0.01435 Ha = -0.390 eV
anisotropic alpha xx,xy,yy = 10.0,2.0,5.0 bohr: <w> = -103.995 (formula), -103.995 (Cartesian) Ha bohr^2
tight binding: hoppings [0.1  0.08 0.1 ] Ha, half gap 0.06 Ha, 60x60 k points
  alpha xx,xy,yy = 1.3138, -0.3060, 1.6671 bohr
  N=12: full-P average / formula - 1 = -0.00881
  N=24: full-P average / formula - 1 = -0.00273
  N=48: full-P average / formula - 1 = -0.00077
local-field model: alpha0 = 13.000, alpha = 6.2708, slope/(2 pi) = 6.2703 bohr
S3 = 11.0342, (8 pi^2/3) c_hex = 18.4770, averaged coefficient = 7.4428
lattice sums r=s=1 bohr: point error*D^3/r^2 = -11.0342 (D=400), averaged = 7.4408 (extrapolated)
N=6: x=6.382, errors (eV): omit +2.4382, point -8.5880, average +0.0677
N=12: x=3.191, errors (eV): omit +1.0493, point -1.7072, average +0.0985
N=24: x=1.596, errors (eV): omit +0.3859, point -0.3032, average +0.0388
N=48: x=0.798, errors (eV): omit +0.1252, point -0.0471, average +0.0109
exact integral of the model gap term = -0.13408 Ha = -3.6486 eV
all tests passed
```
